Setup and Numerator Algebra for the Electron's One-Loop Pauli Form Factor

The one-loop Pauli form factor of the electron, derived in two ways

Definitions and conventions

Units are ħ = c = 1 and e² = 4πα. The metric is (+,−,−,−), {γ^μ,γ^ν} = 2g^{μν}, a̸ = γ^μ a_μ and σ^{μν} = (i/2)[γ^μ,γ^ν]. The interaction is −e ψ̄γ^μψ A_μ, with e < 0 for the electron. The vertex is then −ieγ^μ, the electron propagator is i(p̸+m)/(p²−m²+iε), and the photon propagator in Feynman gauge is −ig_{νρ}/(k²+iε). The electron enters with momentum p and leaves with p'. Both legs are on shell: p² = p'² = m², p̸u = mu, ū'p̸' = mū'. Let

q = p' − p,  P = p' + p,  t = q²/m².

Then P·q = 0, P² = 4m² − q² and 2p·p' = 2m² − q². For scattering in a static field q² = −Q² < 0. The symbol ≅ means equality between ū' and u.

Radiative corrections turn −ieγ^μ into −ieΓ^μ. Between on-shell spinors p̸ and p̸' can be anticommuted to the side where they become m, so only γ^μ, P^μ and q^μ remain, with coefficients that depend on q².

The Gordon identity trades P^μ for a spin term. By definition iσ^{μν}q_ν = −½[γ^μ, q̸]. Anticommuting once,

γ^μ p̸' = 2p'^μ − p̸'γ^μ ≅ 2p'^μ − mγ^μ,  p̸γ^μ = 2p^μ − γ^μ p̸ ≅ 2p^μ − mγ^μ.

Hence [γ^μ,p̸'] ≅ 2p'^μ − 2mγ^μ and [γ^μ,p̸] ≅ 2mγ^μ − 2p^μ. Their difference is 2P^μ − 4mγ^μ, and multiplying by −½ gives

P^μ ≅ 2mγ^μ − iσ^{μν}q_ν.  (1)

The form factors are defined by

Γ^μ ≅ F1(q²)γ^μ + F2(q²) iσ^{μν}q_ν/2m + F3(q²) q^μ/m,

and F3 will vanish at this order. By (1), a term c P^μ in Γ^μ contributes −2mc to F2.

The meaning of F2(0) is read off in the Breit frame, p = (E, −**q**/2), p' = (E, **q**/2). With Dirac spinors u = √(E+m) (ξ, σ·**p** ξ/(E+m)),

ū'γ^i u = ξ'†[σ^i σ·**p** + σ·**p'** σ^i]ξ = ½ ξ'†[σ·**q**, σ^i]ξ = i ξ'†(σ×**q**)^i ξ.

Since P^i = 0 in this frame, (1) gives γ^i ≅ iσ^{iν}q_ν/2m, so the spatial current is (F1+F2) i(σ×**q**). For small **q**, dividing by the normalization 2m, the interaction energy with a field **A** ∝ e^{i**q**·**x**}, **B** = i**q**×**A**, is

−(e/2m)(F1+F2) i(σ×**q**)·**A** = −(e/2m)(F1+F2) σ·**B**.

With σ = 2**S** and μ = g(e/2m)**S** this is g = 2[F1(0)+F2(0)]. The time component tends to 2mF1(0)ξ'†ξ as **q** → 0, so F1(0) = 1 is the definition of the measured charge, and g = 2[1 + F2(0)].

The result to be derived, at order α, is expressed through f = F2/(α/2π):

f = ∫₀¹ dξ /(1 − tξ(1−ξ)) = φ/sin φ = 1 + t/6 + t²/30 + …,  t = 4 sin²(φ/2).

The form F2 = (α/2π)(1 + q²/6m²) is its truncation at first order in t. Because q² is the Minkowski square, F2 falls as 1 − Q²/6m² in a static field.

The diagram and its numerator

A photon of momentum k is emitted before the vertex and absorbed after it. The factors (−i) from the photon, (−ie)² from the two extra vertices and i² from the electron lines multiply to −ie², so

δΓ^μ = −ie² ∫ d⁴k/(2π)⁴ N^μ/(D₀D₁D₂),

N^μ = γ^ν(a̸'+m)γ^μ(a̸+m)γ_ν,  a = p − k,  a' = p' − k,

D₀ = k²,  D₁ = a² − m² = k² − 2k·p,  D₂ = k² − 2k·p',

each D carrying +iε. The other terms of order α are the leg corrections and the vertex counterterm, which multiply γ^μ by a constant, and the vacuum polarization of the external photon, which turns γ^μ into a multiple of q²γ^μ − q^μq̸ ≅ q²γ^μ. Here ū'q̸u = (m − m)ū'u = 0. None of them feeds F2.

A different covariant gauge adds a term ∝ k_νk_ρ to the photon propagator. Since k̸u = −(a̸ − m)u, one has (a̸+m)k̸u = −D₁u, and likewise ū'k̸(a̸'+m) = −D₂ū'. The added numerator is D₁D₂γ^μ, so F2 does not depend on the gauge parameter. This step needs both legs on shell.

The ultraviolet divergence is regulated in four dimensions by Pauli–Villars subtraction, 1/k² → 1/k² − 1/(k²−Λ²) = (1/k²)·(−Λ²)/(k²−Λ²).

The contraction over ν uses γ^νγ_ν = 4 and one anticommutation at a time:

γ^ν b̸ γ_ν = 2b̸ − 4b̸ = −2b̸,
γ^ν b̸c̸ γ_ν = 2c̸b̸ − γ^ν b̸γ_ν c̸ = 2c̸b̸ + 2b̸c̸ = 4b·c,
γ^ν b̸c̸d̸ γ_ν = 2d̸b̸c̸ − 4(b·c)d̸ = −2d̸c̸b̸.

Applied to the four terms of N^μ, they give

N^μ = −2W^μ,  W^μ = a̸γ^μa̸' + m²γ^μ − 2m(a+a')^μ,

δΓ^μ = 2ie² ∫ d⁴k/(2π)⁴ W^μ/(D₀D₁D₂).  (2)

Both derivations need W^μ for k in the plane of p and p'. Put k = xp + yp' with arbitrary x and y, and z = 1 − x − y. Then a = (1−x)p − yp' and a' = (1−y)p' − xp. The factor a̸ stands next to ū', so write p̸ = p̸' − q̸ there. The factor a̸' stands next to u, so write p̸' = p̸ + q̸:

a̸ → zm − (1−x)q̸,  a̸' → zm + (1−y)q̸.

Three reductions are needed:

q̸γ^μq̸ = 2q^μq̸ − q²γ^μ ≅ −q²γ^μ,
γ^μq̸ = γ^μp̸' − γ^μp̸ ≅ 2p'^μ − 2mγ^μ,
q̸γ^μ = p̸'γ^μ − p̸γ^μ ≅ 2mγ^μ − 2p^μ.

With (1−x) + (1−y) = 1 + z the product is

a̸γ^μa̸' ≅ γ^μ[z²m² + (1−x)(1−y)q² − 2z(1+z)m²] + 2zm[(1−x)p^μ + (1−y)p'^μ].

Also a + a' = (1−2x)p + (1−2y)p'. In W^μ the coefficient of p^μ is therefore 2m[z(1−x) − 1 + 2x] and that of p'^μ is 2m[z(1−y) − 1 + 2y]. Since p = (P−q)/2 and p' = (P+q)/2, the coefficient of P^μ is half their sum, m[z(1+z) − 2 + 2(1−z)] = mz(z−1). The coefficient of q^μ is half the difference, m(2−z)(y−x). The m²γ^μ terms add to z² − 2z − 2z² + 1. Thus

W^μ ≅ γ^μ[(1−x)(1−y)q² + (1−2z−z²)m²] + P^μ mz(z−1) + q^μ m(z−2)(x−y).  (3)

By (1) the P^μ term contributes 2m²z(1−z) to the coefficient of iσ^{μν}q_ν/2m. At k = 0, where z = 1, only γ^μ(q² − 2m²) survives. The denominator falls as k⁴ there, so the logarithmic infrared divergence lies in F1 alone and F2 needs no photon mass.

First derivation: Feynman parameters

For positive A, B, C write each inverse as 1/A = ∫₀^∞ e^{−sA}ds and set the three variables to λx, λy, λz with x+y+z = 1. The Jacobian is λ², and ∫λ²e^{−λD}dλ = 2/D³, so

1/(ABC) = 2∫dx dy dz δ(1−x−y−z)/(xA+yB+zC)³.

Both sides are analytic in A, B, C while no denominator vanishes, so the identity extends to factors whose imaginary parts share a sign, as the iε ensures. Assign x to D₁, y to D₂ and z to D₀, and complete the square with ℓ = k − xp − yp':

xD₁ + yD₂ + zD₀ = k² − 2k·(xp+yp') = ℓ² − Δ,

Δ = (xp+yp')² = m²(x²+y²) + xy(2m² − q²) = (1−z)²m² − xyq².

At fixed x, y, z with Δ > 0 the regulated k integral converges, so the shift from k to ℓ is allowed. W^μ is quadratic in k. Terms odd in ℓ vanish because the denominator is even. In the quadratic term Lorentz invariance allows only ℓ^αℓ^β → g^{αβ}ℓ²/4, the factor being fixed by the trace, and then ℓ̸γ^μℓ̸ → −½ℓ²γ^μ. The ultraviolet divergence is therefore confined to F1. The ℓ-independent part is (3). Its q^μ term is odd under x ↔ y while Δ is even, so F3 = 0. There remains

F2 = 2ie² · 2∫dx dy dz δ(1−x−y−z) 2m²z(1−z) ∫d⁴ℓ/(2π)⁴ (ℓ² − Δ + iε)^{−3}.

Since xy ≤ (1−z)²/4, Δ is positive for q² < 4m² and z < 1. The poles in ℓ⁰ then lie at ±(√(**ℓ**²+Δ) − iε), in the second and fourth quadrants, and the contour can be turned counterclockwise onto ℓ⁰ = iℓ₄. This gives d⁴ℓ = i d⁴ℓ_E and ℓ² − Δ = −(ℓ_E² + Δ). The unit three-sphere has area 2π², and with v = ℓ_E²,

∫d⁴ℓ (ℓ²−Δ)^{−3} = −iπ²∫₀^∞ v dv/(v+Δ)³ = −iπ²[1/Δ − 1/(2Δ)] = −iπ²/(2Δ).

Division by (2π)⁴ gives −i/(32π²Δ). The prefactor becomes 4ie²(−i)/(32π²) = e²/8π² = α/2π, so

f = ∫dx dy dz δ(1−x−y−z) 2m²z(1−z)/[(1−z)²m² − xyq²].

Set x = (1−z)ξ and y = (1−z)(1−ξ) with 0 ≤ ξ ≤ 1. At fixed z, dx = (1−z)dξ, and Δ = (1−z)²m²[1 − tξ(1−ξ)]. The powers of 1−z cancel and ∫₀¹2z dz = 1:

f(t) = ∫₀¹ dξ /(1 − tξ(1−ξ)).  (4)

The Pauli–Villars term has Δ + zΛ² in place of Δ. Its size is at most ∫dz 2m²(1−z)²/Λ² = 2m²/3Λ², which vanishes as Λ → ∞.

At t = 0 the integrand of (4) is 1, so F2(0) = α/2π. The geometric series gives f = Σ c_n tⁿ with c_n = ∫ξⁿ(1−ξ)ⁿdξ. Integrating by parts n times moves all powers onto ξ, leaving n!/[(n+1)…(2n)] · ∫ξ²ⁿdξ, so

c_n = (n!)²/(2n+1)! = 1, 1/6, 1/30, 1/140, 1/630, …

The slope is c₁ = 1/2 − 1/3 = 1/6. The ratio c_{n+1}/c_n = (n+1)/[2(2n+3)] tends to 1/4, so the series converges for |q²| < 4m² and diverges beyond, on the spacelike side as well. For spacelike q put w₀ = Q²ξ(1−ξ)/m² ≥ 0. Then 1/(1+w₀) − (1 − w₀) = w₀²/(1+w₀) lies between 0 and w₀², and integration gives

0 ≤ f − (1 − Q²/6m²) ≤ Q⁴/30m⁴.  (5)

For a closed form set ξ = (1+η)/2, so that ξ(1−ξ) = (1−η²)/4, and use the evenness in η. For t = 4S² with S = sin(φ/2), C = cos(φ/2),

f = ∫₀¹dη/(C² + S²η²) = arctan(S/C)/(SC) = φ/sin φ.

For t = −4sinh²(θ/2) the same steps, with artanh in place of arctan, give f = θ/sinh θ.

Second derivation: projection and direct integration over k

Here the three denominators stay separate, and the F2 part of the numerator is extracted before any integration. Split k = k∥ + k⊥ with k∥ = xp + yp' and k⊥ orthogonal to P and q. This needs P² ≠ 0 and q² ≠ 0. Since k∥ = (x+y)P/2 + (y−x)q/2, the sum s = x + y equals 2k·P/P².

The denominators contain k⊥ only through k⊥², so W^μ may be averaged over the direction of k⊥. Terms linear in k⊥ drop. In the two-dimensional transverse space

k⊥^αk⊥^β → (k⊥²/2)(g^{αβ} − P^αP^β/P² − q^αq^β/q²).

For k∥, equation (3) with z = 1 − s gives the P^μ coefficient m(s² − s). The part ms² is quadratic in k and therefore comes from k̸γ^μk̸. It supplies the transverse pieces too: P̸γ^μP̸ has s = 2 and P^μ coefficient 4m, q̸γ^μq̸ has s = 0 and coefficient zero, and the g^{αβ} piece is −2γ^μ. The total P^μ coefficient is m[s² − s − 2k⊥²/P²]. Multiplying by −2m,

F2 = 2ie² ∫d⁴k/(2π)⁴ n(k)/(D₀D₁D₂),  n(k) = 2m²[s − s² + 2k⊥²/P²].

The q^μ term of (3) is odd under the reflection k·q → −k·q, which exchanges D₁ and D₂, so F3 = 0 again. In the Breit frame with **q** = Q ẑ, P = (2E, **0**) and E² = m² + Q²/4,

n(k) = 2m²[k⁰/E − (k⁰)²/E² − k_T²/2E²],  k_T² = k_x² + k_y².  (6)

It vanishes at k = 0. Its quadratic part is traceless: the replacement k^αk^β → g^{αβ} gives −1/E² + 2/2E² = 0.

The k⁰ contour needs care. Let κ = |**k**| and ω₁ = √((**k**−**p**)²+m²), with ω₂ defined from **p'**. Then D₁ = (k⁰−E)² − ω₁². The poles above the contour lie at −κ, E−ω₁ and E−ω₂, and those below it at κ, E+ω₁ and E+ω₂. For real Q the pole E−ω₁ is positive whenever |**k**−**p**| < |**p**|, so turning the contour onto the imaginary axis would cross it. A shifted vertical line always exists. The Euclidean four-vector (**p**, m) is the sum of (**k**, 0) and (**p**−**k**, m), which are not parallel, so E < κ + ω₁. In the same way E < κ + ω₂, and the remaining pairs are ordered because κ, E, ω₁ and ω₂ are positive. Every upper pole therefore lies to the left of every lower pole, and the contour can be turned into k⁰ = c(**k**) + ik₄ with c between the two groups.

The separation survives complex Q. At Q = 0 the gap κ + ω₁ − E is at least κ. From ω₁ − E = (κ² + Qk_z)/(ω₁+E), its change with Q is of order |Q|κ/m for small κ and of order |Q| for large κ. The vertical line thus persists for Q in a disc around zero. At any real Q the gap κ + ω₁ − E divided by κ tends to no less than 1 − |Q|/2E > 0 as κ → 0 and to 2 as κ → ∞. With the strict inequalities in between it has a positive lower bound, and the same holds for ω₂, so the line persists in a neighbourhood of every real Q as well. F2 is analytic in all these neighbourhoods and even in Q, by k_z → −k_z. It can be computed at imaginary Q and continued.

Take Q = iw with 0 < w < 2m, so that q² = w², and set w/2 = mS and E = mC with S = sin(φ/2), C = cos(φ/2), 0 < φ < π. Now ω₁² = κ² + E² + iwk_z. Because Re√(A+iB) ≥ √A for A > 0, Re ω₁ > E, all upper poles have negative real part, and c = 0 is allowed. Set m = 1, k⁰ = ik₄, and use polar coordinates with Euclidean length K:

k₄ = Kρ cos ψ,  k_z = −Kρ sin ψ,  k_T² = K²(1−ρ²),  d⁴k = i K³dK · 2π ρ dρ dψ,

with 0 ≤ ρ ≤ 1 and 0 ≤ ψ < 2π. The measure follows from d²k_T = π d(k_T²) and the Jacobian to (K, ρ), and its angular total is 2π², as it must be. Since k·p = Ek⁰ + Qk_z/2 = i(Ck₄ + Sk_z),

D₀ = −K²,  D₁ = −K(K+A),  D₂ = −K(K+B),

A = 2iρu₁,  B = 2iρu₂,  u₁ = cos(ψ+φ/2),  u₂ = cos(ψ−φ/2).

The numerator (6) becomes n = 2K[iρ cos ψ/C + Kh/C²] with h = ρ²cos²ψ − (1−ρ²)/2. The prefactor is 2ie²·i·2·(−1)/(2π)⁴ = 4e²/16π⁴, and e² = 8π²(α/2π), so

f = (2/π²) ∫2πρ dρ dψ ∫dK [iρ cos ψ/C + Kh/C²]/[(K+A)(K+B)].

The regulator is the factor Λ²/(K²+Λ²), which depends on K alone. Partial fractions give

1/[(K+A)(K+B)] = [1/(K+B) − 1/(K+A)]/(A−B),
K/[(K+A)(K+B)] = [A/(K+A) − B/(K+B)]/(A−B).

For large Λ the two radial integrals are (ln A − ln B)/(A−B) and ln Λ − (A ln A − B ln B)/(A−B). Principal logarithms apply, since K + A never meets the negative axis. The coefficient of ln Λ is the angular integral of h. From ∫h dψ = 2π(ρ² − ½) and ∫₀¹ρ(ρ² − ½)dρ = 0 it vanishes, which is the tracelessness noted above. Under ψ → ψ+π the integrand goes into its complex conjugate, so only real parts count and ln A → ln ρ + l₁, ln B → ln ρ + l₂, with l_j = ln|2u_j|. Let L = l₁ − l₂, and note u₁ − u₂ = −2S sin ψ.

Two series are required. For |β| < π, ln(1+e^{iβ}) = ln(2cos(β/2)) + iβ/2 = Σ(−1)^{n+1}e^{inβ}/n. The real and imaginary parts give

ln|2cos γ| = Σ(−1)^{n+1}cos(2nγ)/n,  Σ(−1)^{n+1}sin(nφ)/n = φ/2 for |φ| < π.

Therefore

L = −2Σ(−1)^{n+1} sin(2nψ) sin(nφ)/n,  (l₁+l₂)/2 = Σ(−1)^{n+1}cos(2nψ)cos(nφ)/n.

One also needs ∫₀^{2π}cot ψ sin(2nψ)dψ = 2π for every n ≥ 1. For n = 1 the integrand is 2cos²ψ. Raising n by one adds cot ψ · 2cos((2n+1)ψ) sin ψ = cos((2n+2)ψ) + cos(2nψ), which integrates to zero. Termwise integration is justified by inserting rⁿ with r < 1 and letting r → 1, because the functions integrated have only logarithmic singularities for φ < π. Hence

∫cot ψ L dψ = −2πφ,  ∫sin 2ψ L dψ = −2π sin φ,  ∫cos 2ψ (l₁+l₂)/2 dψ = π cos φ.

The term linear in k has integrand (iρ cos ψ/C) L/(−4iρS sin ψ) = −cot ψ L/(4SC). Its ψ integral is 2πφ/4SC = πφ/sin φ, since 2SC = sin φ, and 2π∫ρ dρ = π. With the prefactor 2/π² it contributes 2φ/sin φ.

The quadratic term has integrand −(h/C²)[ln ρ + G], where u_{1,2} = C cos ψ ∓ S sin ψ gives

G = (u₁l₁ − u₂l₂)/(u₁ − u₂) = −(C/2S) cot ψ L + (l₁+l₂)/2.

For the ln ρ piece, ∫ρ³ln ρ dρ = −1/16 and ∫ρ ln ρ dρ = −1/4 give 2π·2π(−1/16 + 1/8) = π²/4. For the G piece, ∫ρh dρ = cos²ψ/4 − 1/8 = cos 2ψ/8, and cos 2ψ cot ψ = cot ψ − sin 2ψ. Then

∫cos 2ψ G dψ = (C/S)π(φ − sin φ) + π cos φ = πφC/S − 2πC² + π(2C² − 1) = πφC/S − π.

Multiplying by 2π/8 gives π²φC/4S − π²/4, and the constant cancels against the ln ρ piece. The quadratic term is −π²φ/4SC = −π²φ/(2 sin φ), which contributes −φ/sin φ after the prefactor. The sum is

f = 2φ/sin φ − φ/sin φ = φ/sin φ,

in agreement with the first derivation. As φ → 0, f → 1. For the slope, φ/sin φ = 1 + φ²/6 + 7φ⁴/360 + … and t = 2 − 2cos φ = φ² − φ⁴/12 + …, so φ² = t + t²/12 + … and f = 1 + t/6 + (1/72 + 7/360)t² = 1 + t/6 + t²/30. The continuation to real Q is φ = iθ, which gives θ/sinh θ.

The numerical check follows this second road numerically at real Q. It projects N^μ with traces of explicit γ matrices, integrates along the shifted vertical line, and subtracts the quadratic part of the projected numerator divided by (k²−m²)³, whose covariant integral is zero by tracelessness. It asserts agreement with θ/sinh θ to 10⁻⁷ at eight values of Q², which tests the sign, the prefactor and the continuation. The formula (6) and the single angular integrals above are not asserted separately. A quartic polynomial through Q²/m² = 0.1, …, 0.5 extrapolates to f(0) = 0.9999997 and slope 0.166659, against 1 and 0.166667. Both fall short, as the omitted term c₅t⁵ with c₅ = 1/2772 requires at leading order. At that order the interpolation error is c₅ times the product of (t − t_i), which at t = 0 has value 0.0012 and derivative 0.0274, giving estimates of about 4×10⁻⁷ and 1×10⁻⁵. The observed shortfalls, about 3×10⁻⁷ and 7×10⁻⁶, are somewhat smaller, because the next term c₆t⁶ with c₆ = 1/12012 adds c₆Σt_i = −1.5c₆ to the factor c₅.

Limits and the meaning of the slope

As q² → 4m², φ → π and f diverges as π/sin φ. At q²/m² = 1 it is 1.2092 and at 3.9 it is 9.044. Close enough to this point the one-loop term is no longer small against the tree-level vertex, and the expansion in α cannot be stopped at first order. Above 4m², where the photon can create a real pair, the denominator of (4) has zeros on the path and the iε gives F2 an imaginary part. For large Q, Q²/m² = e^θ + e^{−θ} − 2 gives θ ≈ ln(Q²/m²) and sinh θ ≈ Q²/2m², so f ≈ (2m²/Q²)ln(Q²/m²) with relative corrections of order m²/Q². At Q²/m² = 10⁴ the integral (4) is 1.84174×10⁻³ and the asymptote is 1.84207×10⁻³.

For spacelike q the integrand of (4) is M²/(M²+Q²) with M = m/√(ξ(1−ξ)) ≥ 2m, the Fourier transform of M²e^{−Mr}/4πr. Substituting ξ = 1/(1+e^{2τ}) gives M = 2m cosh τ and M²|dξ| = 2m²dτ. With K₀(b) = ∫₀^∞e^{−b cosh τ}dτ,

ρ_F(r) = (m²/2πr)∫_{−∞}^{∞}e^{−2mr cosh τ}dτ = m²K₀(2mr)/(πr).

For a spherical density of unit norm, expanding sin(Qr)/(Qr) gives f = 1 − Q²⟨r²⟩/6, so the slope 1/6m² means ⟨r²⟩ = 1/m². The rms radius is the reduced Compton wavelength, 386.16 fm. This is a Breit-frame density of the normalized F2 part alone at one loop, and F1 has a separate q² dependence that is not computed here.

Worked numbers

With 1/α = 137.035999, F2(0) = 1/(2π × 137.035999) = 1.16141×10⁻³ and g = 2(1 + 0.00116141) = 2.00232. The CODATA anomaly supplied by the constants module is 1.15965×10⁻³. The one-loop value is higher by 1.5×10⁻³ relative to it. This is below α/π = 2.3×10⁻³, the relative size expected of a two-loop term up to a pure number not computed here. The slope is m²dF2/dq² = 1.16141×10⁻³/6 = 1.9357×10⁻⁴, or 7.413×10⁻⁴ MeV⁻².

An atomic momentum scale is set by hydrogen-like S¹⁵⁺, Z = 16. In Schrödinger theory with a point nucleus of infinite mass the 1s function is ∝ e^{−Zαmr}, so ⟨**p**²⟩ = ∫|∇ψ|²d³r = (Zαm)². Take Q = Zαm. Then Zα = 16/137.036 = 0.1167576, Qc = 0.1167576 × 510.999 keV = 59.66 keV and Q²/m² = 0.01363235. This is a nonrelativistic scale: the Dirac 1s state of a point nucleus has an rms momentum of 60.49 keV, 1.4% higher, which would lower f by about 6×10⁻⁵. The digits of f below belong to the one-loop function at Q = Zαm and serve to compare its approximations.

Q²/6m² = 2.272058×10⁻³, so the slope form is 0.997727942.
Q⁴/30m⁴ = 6.1947×10⁻⁶, and adding it gives 0.997734137.
θ = 2 arsinh(Zα/2) = 0.11669142, and θ/sinh θ = 0.997734119.
The direct loop integral gives 0.997734120.

The exact value exceeds the slope form by 6.1767×10⁻⁶, just under the bound 6.1947×10⁻⁶ of (5). The difference of 1.8×10⁻⁸ between the two is the next term of the series, (0.013632)³/140 = 1.8×10⁻⁸. F2 itself is 1.15878×10⁻³, lower than F2(0) by 2.63×10⁻⁶. The truncation error, about 6×10⁻⁶ relative to f, is far below the 1.5×10⁻³ by which the one-loop anomaly misses the CODATA value. These numbers gauge the expansion at the atomic scale and are not a level shift, since a bound electron is off shell and F1 also contributes.

At larger Q the slope form fails. At Q²/m² = 1 (511 keV) it gives 0.8333 against 0.8608, low by 0.0275, or 3.2% of the exact value. At Q²/m² = 4, the edge of the circle of convergence, it gives 0.3333 against 0.6232. At Q²/m² = 10 it gives −0.6667 against 0.4188, with the wrong sign, since the integrand of (4) is positive for all spacelike q.

What each derivation assumes

Both rest on the Feynman rules at order α, on on-shell legs and on the plane identity (3). An error in (3) would enter both analytic calculations alike, and for that reason (3) is tested with explicit matrices, while the numerical loop integral uses traces and not (3).

The first derivation assumes that the parameter integrals may be exchanged with the loop integral and that the loop momentum may be shifted by an amount depending on x and y. The regulator secures both for the F2 part, whose numerator vanishes at k = 0; the γ^μ part stays infrared divergent but is not used. In return the Wick rotation needs only Δ > 0, so a single formula covers all q² < 4m², including q² = 0, without a choice of frame, and its analyticity in q² is visible in (4). The ultraviolet divergence leaves F2 through ℓ^αℓ^β → g^{αβ}ℓ²/4 before any integral is done.

The second derivation never shifts k, but it assumes more about kinematics. The projection needs q² ≠ 0 and q² ≠ 4m², so F2(0) is a limit. The plain rotation k⁰ = ik₄ holds only at imaginary Q, so physical scattering is reached through an analyticity argument built on the ordering of the poles. The ultraviolet term survives in the integrand as Kh and drops out because the regulator depends on K alone. A cutoff Λ(Ω) that depends on direction leaves a finite remainder proportional to the angular integral of h ln Λ(Ω), which in general is not zero. Integrating k⁰ first over the whole line is such a case. With κ = K sin χ the cutoff is Λ/sin χ, and h averaged over the direction of **k** is cos²χ − sin²χ/3. The weight sin²χ(cos²χ − sin²χ/3) integrates to zero and changes sign once, from positive to negative, as sin²χ passes 3/4, so its integral against the increasing function ln sin χ is negative and not zero. This is the reason for the subtraction in the numerical version. The threshold enters differently as well. In the first derivation it is the point where Δ first vanishes at ξ = ½, and in the second it is E = m cos(φ/2) → 0, where the projector 1/P² diverges and the sine series reaches the end of its range.

Values computed for the example and the checks

```
1/alpha = 137.035999178
m c^2 = 510.99895 keV
series coefficients c0..c4 = 1, 1/6, 1/30, 1/140, 1/630
direct loop, extrapolated f(0) = 0.9999997
direct loop, extrapolated slope df/dt = 0.166659 (1/6 = 0.166667)
F2(0) = alpha/2pi = 1.161409732e-03
g = 2(1+F2(0)) = 2.002322819
CODATA anomaly (scipy.constants) = 1.159652180e-03
relative gap F2(0)/CODATA - 1 = 1.5156e-03; alpha/pi = 2.3228e-03
slope m^2 dF2/dq^2 = alpha/12pi = 1.935683e-04
slope dF2/dq^2 = 7.413003e-04 MeV^-2
m^2 <r^2> of F2 density = 1.00000000
rms radius = 386.1593 fm
threshold 2 m c^2 = 1021.998 keV
S15+: Z = 16, Z alpha = 0.11675764
S15+: Q c = rms 1s momentum = 59.6630 keV
S15+: Q^2/m^2 = 1.36323467e-02
S15+: theta = 0.11669142
S15+: Q^2/6m^2 = 2.272058e-03, Q^4/30m^4 = 6.194696e-06
S15+: f slope form = 0.997727942
S15+: f with q^4 term = 0.997734137
S15+: f exact = 0.997734119
S15+: f direct loop = 0.997734120
S15+: exact minus slope form = 6.176655e-06
S15+: F2 exact = 1.158778116e-03, slope form = 1.158770942e-03
S15+: F2 - F2(0) = -2.631616e-06
Q^2/m^2 = 1: Q c = 511.0 keV, f exact = 0.8608179, slope form = 0.8333333
Q^2/m^2 = 4: Q c = 1022.0 keV, f exact = 0.6232252, slope form = 0.3333333
Q^2/m^2 = 10: Q c = 1615.9 keV, f exact = 0.4188396, slope form = -0.6666667
direct loop f at Q^2/m^2 = 1: 0.8608179; at 4: 0.6232252
timelike f at q^2/m^2 = 1: 1.2091996; at 3.9: 9.04414
Q^2/m^2 = 1e4: f = 1.841740e-03, asymptote = 1.842068e-03
```
